# Barrett's Permittivity Formula and the Quantum Suppression of Ferroelectric Order

## What symmetry and dimensions fix

Consider a lattice of identical ions, each with a displacement $x$, a harmonic restoring force $-kx$ and a weak quartic energy $gx^4/4$. Let $J$ be the strength with which a uniform displacement of the neighbours pulls an ion further out. The stiffness against uniform displacement is then $k-J$ when $g=0$.

The first correction in $g$ is a stiffness, and $g$ is a stiffness divided by a length squared. The correction must therefore be $g$ times the square of a length belonging to the harmonic site. Reflection $x\to-x$ makes the mean displacement vanish without a field, so the natural length is the fluctuation amplitude. With mass $M$, $\omega_0=\sqrt{k/M}$ and units in which $\hbar=1$, dimensions give
$$A(T)=k-J+\frac{g}{M\omega_0}\,\varphi\!\left(\frac{k_BT}{\omega_0}\right).$$
The permittivity is proportional to $1/A$. At high temperature the correction must become classical, hence independent of $M$ and proportional to $k_BT/k$. At zero temperature $\varphi$ tends to a constant set by zero-point motion. It remains to find $\varphi$.

## Model and theorem

The algebra uses atomic units, $\hbar=m_e=e=4\pi\varepsilon_0=1$, with $k_B$ kept so that temperatures are in kelvin. The Hamiltonian is
$$H=\sum_i\left[\frac{p_i^2}{2M}+\frac{k x_i^2}{2}+\frac{g x_i^4}{4}\right]-\frac12\sum_{ij}v_{ij}x_ix_j-qE\sum_i x_i ,$$
with $k,g>0$, $v_{ii}=0$ and $J=\sum_jv_{ij}$. Here $E$ is the macroscopic field. The local-field part of the dipole interaction is contained in $v_{ij}$, and $q$ is the force on the displacement per unit macroscopic field. Each cell has volume $v$.

The assumptions are:

1. Order, if present, is uniform: $\langle x_i\rangle=X$.
2. Products of fluctuations on different sites are neglected (mean field). This is a separate approximation, which for short-range coupling does not become exact as $g\to0$.
3. $g$ is small, and $J-k$ is of the same order as $g$. Temperatures and displacements stay bounded as $g\to0$.

**Theorem.** Define
$$k_BT_1=\omega_0,\qquad k_BT_0=\frac{k(J-k)}{3g},\qquad C=\frac{4\pi q^2k}{3gk_Bv}.$$
To leading order in $g$, the lattice permittivity of the paraelectric state, above the electronic background, is
$$\varepsilon(T)=\frac{C}{\dfrac{T_1}{2}\coth\dfrac{T_1}{2T}-T_0}.$$
The paraelectric state remains stable with finite permittivity down to absolute zero if and only if
$$T_1>2T_0 .$$

The third assumption matters. If $k-J$ were not small, the correction in $g$ would be a minor change of a large stiffness. Here the two are comparable, although each is small beside $k$.

## Three lemmas

**Lemma 1 (one site in a mean force).** Under assumptions 1 and 2, each site has the Hamiltonian
$$h=\frac{p^2}{2M}+\frac{kx^2}{2}+\frac{gx^4}{4}-Fx,\qquad F=JX+qE .$$

*Proof.* Write $x_i=X+\delta_i$. Then
$$x_ix_j=X^2+X\delta_i+X\delta_j+\delta_i\delta_j=X x_i+Xx_j-X^2+\delta_i\delta_j .$$
Drop $\delta_i\delta_j$. In the coupling energy the two linear terms contribute equally, which cancels the factor $\tfrac12$:
$$-\frac12\sum_{ij}v_{ij}x_ix_j\to-JX\sum_ix_i+\frac{NJX^2}{2}.$$
The last term is a number and does not affect the site's thermal state. Adding the field term gives $F$. ∎

**Lemma 2 (force balance).** In the thermal state of $h$, without approximation in $g$,
$$kX+g\langle x^3\rangle=F .$$

*Proof.* The thermal density matrix $\rho$ commutes with $h$, so $\langle[h,p]\rangle=\mathrm{Tr}(\rho hp-\rho ph)=0$ by cyclic order under the trace. Since $i[h,p]=-dV/dx$ with $V=kx^2/2+gx^4/4-Fx$, the mean of $kx+gx^3-F$ vanishes. ∎

**Lemma 3 (harmonic moments).** For $g=0$ the site has mean $X_0=F/k$, and
$$\langle x^3\rangle_0=X_0^3+3\sigma^2X_0,\qquad \sigma^2=\frac{1}{2M\omega_0}\coth\frac{\omega_0}{2k_BT}.$$

*Proof.* Put $x=X_0+y$. Completing the square turns $kx^2/2-Fx$ into $ky^2/2$ plus a constant. The Hamiltonian is then even in $y$, so $\langle y\rangle=\langle y^3\rangle=0$. Expanding,
$$\langle(X_0+y)^3\rangle=X_0^3+3X_0^2\langle y\rangle+3X_0\langle y^2\rangle+\langle y^3\rangle=X_0^3+3X_0\sigma^2 .$$
For $\sigma^2=\langle y^2\rangle$, use the stationarity of $yp+py$, which gives $\langle p^2\rangle/M=k\langle y^2\rangle$. The potential energy is therefore half the total energy $U$, and $k\sigma^2=U$. The levels are $\omega_0(n+\tfrac12)$. With $b=\omega_0/k_BT$, the geometric series gives $\langle n\rangle=1/(e^b-1)$, so
$$U=\omega_0\left(\frac12+\frac1{e^b-1}\right)=\frac{\omega_0}{2}\,\frac{e^b+1}{e^b-1}=\frac{\omega_0}{2}\coth\frac b2 .$$
Dividing by $k=M\omega_0^2$ gives the stated $\sigma^2$. ∎

## Proof of the theorem

**Equation of state.** In Lemma 2 the third moment already carries a factor $g$, so its value at $g=0$ is sufficient. Replacing $X_0$ by $X$ inside it changes the result only at order $g^2$, because $X-X_0$ is of order $g$. Thus
$$kX+g(X^3+3\sigma^2X)=JX+qE+O(g^2),$$
or
$$qE=AX+gX^3,\qquad A=k-J+3g\sigma^2 .$$
By reflection symmetry the remainder is odd in $X$. It therefore alters the coefficient $A$ by order $g^2$ and does not create a force at $X=0$. Since $A$ is of order $g$, the relative error is of order $g$, provided that $A/g$ stays away from zero.

**Permittivity.** The polarization is $P=qX/v$. In a weak field $X=qE/A$, and in atomic units the lattice permittivity is
$$\varepsilon=\frac{4\pi P}{E}=\frac{4\pi q^2}{vA}.$$
To express $A$ in temperatures, note that
$$\frac1{2M\omega_0}=\frac{\omega_0}{2M\omega_0^2}=\frac{k_BT_1}{2k}.$$
Define the quantum temperature
$$\theta(T)=\frac{T_1}{2}\coth\frac{T_1}{2T},\qquad\text{so that}\qquad \sigma^2=\frac{k_B\theta}{k}.$$
The definition of $T_0$ gives $k-J=-3gk_BT_0/k$. Hence
$$A=\frac{3gk_B}{k}\,(\theta-T_0),$$
and substitution into $\varepsilon$ gives Barrett's formula with the stated $C$.

**Stability and order.** The state $X=0$ is stable when $dE/dX>0$ there, that is, when $A>0$. At $E=0$ the equation of state reads $X(A+gX^2)=0$. If $A>0$, both terms in the bracket are non-negative and their sum is positive, so $X=0$ is the one solution within the bounded range considered. If $A<0$, two further solutions appear,
$$X^2=-\frac Ag=\frac{3k_B}{k}(T_0-\theta),$$
and there $q\,dE/dX=A+3gX^2=-2A>0$, so they are stable.

As $T$ rises, $T_1/2T$ falls and its hyperbolic cotangent grows. Thus $\theta$ increases with $T$ from its minimum $\theta(0)=T_1/2$. The condition $A>0$ holds at all temperatures, including zero, precisely when $T_1/2>T_0$. ∎

## Limits and consequences

**High temperature.** For small $u$, $\coth u=1/u+u/3+\dots$. With $u=T_1/2T$,
$$\theta=T+\frac{T_1^2}{12T}+\dots,$$
and the permittivity approaches the Curie-Weiss law $C/(T-T_0)$. Thus $T_0$ is the ordering temperature that classical ions would have in mean field.

**Low temperature.** Using $\tfrac12\coth(b/2)=\tfrac12+1/(e^b-1)$,
$$\theta=\frac{T_1}{2}+\frac{T_1}{e^{T_1/T}-1}.$$
If $T_1>2T_0$, the mean-field permittivity saturates at $C/(T_1/2-T_0)$, with exponentially small thermal corrections. Near the border, a lattice with short-range coupling also has collective modes with quanta well below $\omega_0$. Their thermal motion, neglected here, makes the corrections larger. If $T_1=2T_0$, the formula becomes $\varepsilon=C(e^{T_1/T}-1)/T_1$, which diverges as $T\to0$. At this border the neglected $g^2$ term decides the fate of the mean-field model. In the full lattice, correlations between sites can shift the border already at leading order in $g$.

**Ordering temperature.** If $T_1<2T_0$, order begins where $\theta(T_c)=T_0$. Put $r=2T_0/T_1>1$ and $w=e^{T_1/T_c}$. Then $(w+1)/(w-1)=r$, so $w=(r+1)/(r-1)$ and
$$T_c=\frac{T_1}{\ln\dfrac{2T_0+T_1}{2T_0-T_1}} .$$

**Why order is prevented.** The coupling exceeds the harmonic stiffness when $T_0>0$, so ions at rest would move off centre. Zero-point motion makes each ion sample the quartic wall, which adds a stiffness $3g\sigma^2$. The inequality says that this addition outweighs $J-k$. At fixed $k$, $g$ and $J$, $T_0$ does not depend on mass while $T_1\propto M^{-1/2}$. Increasing the mass by the factor $(T_1/2T_0)^2$ brings the lattice to the border of order.

**Field dependence.** Let $A>0$. The differential permittivity is proportional to $1/(A+3gX^2)$ and falls to half when $3gX^2=A$. The required field follows from
$$qE_{1/2}=AX+X\,(gX^2)=AX+\frac{AX}{3}=\frac{4AX}{3},\qquad X=\sqrt{\frac{A}{3g}} .$$

## How weak the anharmonicity must be

The natural scale is $\Theta=k^2/(3gk_B)$, since $3g\sigma^2/k=\theta/\Theta$. The size of the next term can be found in the classical limit. There $dX/dF=\langle x^2\rangle/k_BT$ at zero force. Let $s=x\sqrt{k/k_BT}$ and $\lambda=gk_BT/k^2=T/3\Theta$, so the weight is $e^{-s^2/2-\lambda s^4/4}$. The Gaussian moments of $s^4,s^6,s^8,s^{10}$ are $3,15,105,945$, hence
$$\langle s^2\rangle=\frac{1-\frac{15}{4}\lambda+\frac{945}{32}\lambda^2}{1-\frac34\lambda+\frac{105}{32}\lambda^2}+\dots=1-3\lambda+24\lambda^2+\dots$$
The inverse is $1+3\lambda+(9-24)\lambda^2$, so the site stiffness is
$$k\left[1+\frac{T}{\Theta}-\frac53\left(\frac{T}{\Theta}\right)^2+\dots\right].$$
The second-order term softens the site. It is small beside the first-order term when $T\ll\tfrac35\Theta$. At low temperature one needs $T_1/2\ll\Theta$, and close to the border the second-order shift must also be small compared with the margin $T_1/2-T_0$.

The first-order results were tested by diagonalizing the anharmonic site in units $k=\hbar=k_B=M=1$, so that $T_1=1$. Halving $g$ from 0.002 to 0.001 reduced the error of the first-order stiffness by factors 3.99, 3.98 and 3.91 at $T=0.1$, 0.5 and 2; a second-order error requires a factor near 4. For $g=2\times10^{-4}$ and $T_0=0.4$, the self-consistent permittivity at $T=0.01$, 0.2, 0.5 and 2 differed from Barrett's formula by at most 0.24 % of the latter.

With the same $g$, two ordered cases were tested. For $T_0=0.6$ the displacement at $T=0.01$ was 0.5481, against 0.5477 from the formula. For $T_0=0.8$ the ordering temperature was 0.6826, against 0.6820. The role of zero-point motion was tested at $T_0=0.4$: the lattice reached the border of order at mass 1.562, against the predicted 1.5625, and a mean-field lattice of classical sites ordered at $T=0.4002$.

## Worked example: the regime of strontium titanate

Take $T_1=80$ K, $T_0=36$ K and $C=80\,000$ K, rough values in the regime of strontium titanate. The inequality holds, since $T_1/2=40$ K exceeds 36 K. The plateau is
$$\varepsilon(0)=\frac{80\,000}{40-36}=20\,000 .$$
The small margin makes this number sensitive: at fixed $C$ and $T_1$, moving $T_0$ by 1 K either way gives 16 000 or about 26 700.

At 50 K, $\theta=60.24$ K and $\varepsilon=80\,000/24.24\approx3300$, while the Curie-Weiss law would give 5714. At 300 K, $\theta=301.78$ K and the two laws give 301 and 303. The quantum correction has then almost disappeared. To first order in $g$, the critical mass ratio is $(80/72)^2=1.235$.

To find the field scale, add a cell edge of 0.39 nm, a mode mass of 24 u and a mode charge of $8e$, again rough. The oscillator quantum is 6.894 meV. From $k=M\omega_0^2$, and from $C$ solved for $g$, one obtains $k=0.2729$ eV/Å² and $g=2.576$ eV/Å⁴. With $k_B=6.894\ \mathrm{meV}/80\ \mathrm K=8.62\times10^{-5}$ eV/K,
$$\Theta=\frac{0.2729^2}{3(2.576)(8.62\times10^{-5})}\ \mathrm K\approx112\ \mathrm K .$$
At zero temperature,
$$A=k\,\frac{\theta-T_0}{\Theta}=0.2729\times\frac{4}{111.8}=0.00976\ \text{eV/Å}^2,$$
$$X=\sqrt{\frac{0.00976}{3\times2.576}}=0.0355\ \text{Å}.$$
The halving field is $4AX/(3q)=5.8\times10^{-5}$ V/Å, or 5.8 kV/cm. The polarization there is $8e\times0.0355\ \text{Å}/(3.9\ \text{Å})^3$, which is 7.7 µC/cm².

**Beside the real material.** Strontium titanate does remain paraelectric on cooling, with a permittivity of roughly 300 at room temperature and of order $10^4$ at a few kelvin. The permittivities of the example are therefore typical. The field scale is not typical. It rests on the rough site constants and the first-order formula, whose cubic term is much weaker than that of the real crystal. Reported nonlinear coefficients of strontium titanate put the low-temperature halving field at about 1 kV/cm and the polarization there at 1 to 2 µC/cm². Near zero temperature, thin-film devices can leave the weak-field regime: 1 V across 100 nm is 100 kV/cm, far above 5.8 kV/cm. In the model $E_{1/2}\propto A^{3/2}$, and $A$ is about 66 times larger at 300 K, so the same field is weak there. The following estimate is for zero temperature. With $y=X/\sqrt{A/3g}$, the equation of state becomes $E/E_{1/2}=(3y+y^3)/4$, and the permittivity is divided by $1+y^2$. For $E/E_{1/2}=17.3$, $y\approx3.86$, and the model's 20 000 falls to about 1300. With the smaller halving field of the real crystal, the permittivity at this field is a few hundred. Strain and electrode layers, which are absent here, can change a film's response further. The scalar model also omits the three polarization components and the tetragonal distortion that strontium titanate undergoes near 100 K.

## Remark: fitted constants are not bare site constants

The example satisfies the inequality but not the weakness condition. At zero temperature $3g\sigma^2/k=40/112\approx0.36$, and at 300 K it is 2.7. Diagonalizing the site with the same $k$, $g$ and $M$ shows the consequence. At 1 K the quantum temperature $\theta$ should be replaced by 33.6 K instead of 40.0 K. The shift of 6.4 K exceeds the 4 K margin. With $J$ unchanged, the denominator becomes $33.6-36=-2.4$ K, so the mean-field model with these site constants would order already at the original mass. The first-order mass ratio of 1.235 therefore does not hold for them. At 300 K the exact site gives 119.8 K in place of 301.8 K, and its slope with temperature is about 0.25 instead of nearly 1.

Correlations between sites, neglected in Lemma 1, also matter. For an illustrative nearest-neighbour coupling on a cubic lattice, with the site stiffness held at its first-order value, they raise the mean-square displacement by about 10 % at 1 K and 9 % at 100 K, relative to an isolated site of that stiffness. At low temperature the quantum temperature is 34 K (exact site) to 40 K (first order), and 10 % of it is 3 to 4 K in the denominator. This counts the term $3g\sigma^2$ only. The soft collective modes also enlarge the second-order softening, and an estimate that includes it lowers the net shift to roughly 2 K. The shift favours the paraelectric state and is comparable with the margin. The dipole coupling of a real crystal has a longer range, so this is an estimate of size. Weak anharmonicity does not remove the effect, because $J$ approaches $k$ as $g\to0$. For the same nearest-neighbour coupling at $J=k$, the mean-square displacement exceeds the single-site value by about 12 % at zero temperature and 52 % in the classical limit.

Within mean field, the functional form survives approximately in this example at low temperature, although its constants change. Between 4 and 100 K the exact replacement for $\theta$ follows
$$0.412\,\frac{T_1'}{2}\coth\frac{T_1'}{2T}+18.3\ \mathrm K,\qquad T_1'=73.5\ \mathrm K,$$
with a largest misfit of about 0.3 K at the 13 temperatures compared. Extrapolated to 300 K, this expression gives about 140 K instead of the exact 119.8 K, so the agreement is limited to the fitted range. Subtracting $T_0$ and dividing by 0.412 restores Barrett's form with the effective constants
$$T_0'=\frac{36-18.3}{0.412}\ \mathrm K\approx43\ \mathrm K,\qquad C'=\frac{C}{0.412}.$$
Now $T_1'/2\approx37$ K lies below $T_0'$, in agreement with the negative denominator found directly. The effective constants depend on the fitted range: a fit from 4 to 40 K gives $T_1'/2\approx44$ K and $T_0'\approx49$ K. The order of the two is the same, but neither value is a property of the site alone.

A good fit of Barrett's formula to a permittivity curve therefore does not establish that $k_BT_1$ is the bare quantum of a weakly anharmonic ion. For fitted constants, $T_1>2T_0$ states that the fitted denominator stays positive down to zero temperature. Its derivation from zero-point motion within mean field is controlled when $\Theta$ is large compared with $T_1/2$ and $T$, and when the second-order shift is smaller than the margin. For a real lattice the shift from intersite correlations must be small as well, and a large $\Theta$ alone does not ensure this. The numerical output following this text gives the values at the other temperatures.

## Numbers as computed

```
TESTS IN UNITS k = hbar = k_B = M = 1
error ratio on halving g, T=0.1,0.5,2: 3.989 3.976 3.911
quartic constant g in the lattice tests: 2.0e-04
largest permittivity deviation, T0=0.4: 0.244 %
ordered <x> at T=0, T0=0.6: exact 0.5481, formula 0.5477
Tc for T0=0.8: exact 0.6826, formula 0.6820
critical mass, T0=0.4: exact 1.5620, formula 1.5625
classical ordering temperature, T0=0.4: 0.4002
EXAMPLE, ROUGH STRONTIUM TITANATE REGIME
T1 = 80 K, T0 = 36 K, C = 80000 K
cell edge 0.39 nm, mode mass 24 u, mode charge 8 e
T1/2 = 40.0 K, margin T1/2 - T0 = 4.0 K
lattice permittivity at 0 K: 20000
T = 10 K: quantum temperature 40.03 K, permittivity 19867
T = 20 K: quantum temperature 41.49 K, permittivity 14565
T = 50 K: quantum temperature 60.24 K, permittivity 3301, Curie-Weiss 5714
T = 100 K: quantum temperature 105.28 K, permittivity 1155, Curie-Weiss 1250
T = 300 K: quantum temperature 301.78 K, permittivity 301, Curie-Weiss 303
critical mass ratio (T1/2T0)^2: 1.235
field halving the 0 K permittivity: 5.78 kV/cm
polarization at that field: 7.68 uC/cm2
IMPLIED SITE CONSTANTS
oscillator quantum: 6.894 meV
k = 0.2729 eV/A^2, J = 0.3607 eV/A^2
g = 2.576 eV/A^4
harmonic zero-point rms: 0.1124 A
anharmonic scale Theta = k^2/(3 g k_B): 111.8 K
NEGLECTED: HIGHER-ORDER SITE ANHARMONICITY
T = 1 K: 3 g sigma^2/k = 0.358, quantum temp. 40.0 K, exact 33.6 K
T = 50 K: 3 g sigma^2/k = 0.539, quantum temp. 60.2 K, exact 42.5 K
T = 100 K: 3 g sigma^2/k = 0.942, quantum temp. 105.3 K, exact 61.0 K
T = 300 K: 3 g sigma^2/k = 2.699, quantum temp. 301.8 K, exact 119.8 K
exact-site denominator at 1 K, same J: -2.42 K
free Barrett fit 4-100 K: T1 = 73.5 K, amplitude 0.412
fit shift 18.28 K, largest misfit 0.291 K
NEGLECTED: INTERSITE CORRELATIONS (NEAREST-NEIGHBOUR COUPLING)
T = 1 K: mean-square displacement raised by 9.8 %
T = 100 K: mean-square displacement raised by 8.9 %
```
